# Diagonal local unitary decoupling and its two-centre Hamiltonian block

In the Dirac equation momentum enters through $\boldsymbol\sigma\cdot\mathbf p$, which changes sign when electron and nuclei are inverted together. An energy does not, so each term of an electron-only Hamiltonian must contain an even number of these factors. At low energy the small component of a Dirac function is about $\boldsymbol\sigma\cdot\mathbf p/(2mc)$ times the large one, which suggests this dimensionless form of the factor. With at most one such factor in each of two functions, and with energies counted from the rest energy $mc^2$, the available energies are

$$
V,\quad
c\,\boldsymbol\sigma\cdot\mathbf p\,\frac{\boldsymbol\sigma\cdot\mathbf p}{2mc}=\frac{p^2}{2m},\quad
\frac{\boldsymbol\sigma\cdot\mathbf p}{2mc}\,V\,\frac{\boldsymbol\sigma\cdot\mathbf p}{2mc},\quad
\frac{\boldsymbol\sigma\cdot\mathbf p}{2mc}\,2mc^2\,\frac{\boldsymbol\sigma\cdot\mathbf p}{2mc}=\frac{p^2}{2m}.
$$

An element between atoms $A$ and $B$ is therefore built from the matrices of $V$, of $T=p^2/2m$, and of $W=(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)$ divided by $4m^2c^2$. If a dimensionless matrix $X$ fixes the small component of each function, a small component on the left brings $X_A^\dagger$ and one on the right brings $X_B$. The signs, the values of $X$ and the normalization remain to be found.

From here on atomic units are used, $m=\hbar=1$, and the rest energy is subtracted. For an electron in the nuclear potential $V$ the Dirac equation reads

$$
V\phi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\phi_S=E\phi_L,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi_L+(V-2c^2)\phi_S=E\phi_S .
$$

Expand the components in $n$ functions $\chi_\mu$, with the small component in kinetic balance:

$$
\phi_L=\sum_\mu\chi_\mu (C_L)_\mu,\qquad
\phi_S=\sum_\mu\frac{\boldsymbol\sigma\cdot\mathbf p}{2c}\chi_\mu (C_S)_\mu .
$$

Project the first equation on $\chi_\nu$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2=2T$, the coupling term is $c\cdot 2T/(2c)=T$. Project the second on $(\boldsymbol\sigma\cdot\mathbf p/2c)\chi_\nu$. Its first term is again $T$, the potential gives $W/4c^2$, the rest-energy term gives $-2c^2\cdot 2T/4c^2=-T$, and the overlap on the right is $2T/4c^2=T/2c^2$. Hence

$$
D\begin{pmatrix}C_L\\C_S\end{pmatrix}=E\,M\begin{pmatrix}C_L\\C_S\end{pmatrix},\quad
D=\begin{pmatrix}V&T\\T&\frac{W}{4c^2}-T\end{pmatrix},\quad
M=\begin{pmatrix}S&0\\0&\frac{T}{2c^2}\end{pmatrix},
$$

where the letters now denote matrices and $S$ is the overlap. The identity

$$
(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p\cdot V\mathbf p+\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
$$

separates spin–orbit coupling from the rest. A spin-free calculation keeps $\mathbf p\cdot V\mathbf p$ in $W$; the matrix algebra below is the same in both cases.

Group the basis functions by the atom on which they are centred. The diagonal local unitary approximation, DLU, solves the decoupling problem in each atomic diagonal block. Take block $A$, with matrices $S_A,T_A,V_A,W_A$, where $V_A$ is the block of the molecular matrix and so contains the attraction to all nuclei. Its Dirac matrix has $2n_A$ solutions. The upper $n_A$ are electronic, and the lower $n_A$, for an attractive $V$, lie below $-2c^2$. Put the coefficients of the electronic solutions into square matrices $C_L$ and $C_S$ and their energies into a diagonal matrix $E$. Provided $C_L$ is invertible, one matrix relates the components of all these solutions:

$$
C_S=X_AC_L,\qquad X_A=C_SC_L^{-1}.
$$

Multiplying the matrix equation on the right by $C_L^{-1}$ and defining $\varepsilon_A=C_LEC_L^{-1}$ gives

$$
V_A+T_AX_A=S_A\varepsilon_A,\qquad
T_A+\Big(\frac{W_A}{4c^2}-T_A\Big)X_A=\frac{T_AX_A}{2c^2}\,\varepsilon_A. \tag{1}
$$

The negative-energy space is orthogonal to the electronic one in the metric $M$. Writing its coefficients as a column $(Y_A,1)$, orthogonality to $(1,X_A)$ requires $Y_A^\dagger S_A+T_AX_A/2c^2=0$. The coupling of the two spaces is then

$$
K_{AA}=Y_A^\dagger(V_A+T_AX_A)+T_A+\Big(\frac{W_A}{4c^2}-T_A\Big)X_A .
$$

By equation (1) it equals $(Y_A^\dagger S_A+T_AX_A/2c^2)\varepsilon_A=0$. The atomic block is decoupled.

The columns $(1,X_A)$ are not yet normalized like the original functions. Their overlap is

$$
\tilde S_A=S_A+\frac{1}{2c^2}X_A^\dagger T_AX_A,
$$

and we require $R_A^\dagger\tilde S_AR_A=S_A$. A solution is

$$
R_A=S_A^{-1/2}\big(S_A^{-1/2}\tilde S_AS_A^{-1/2}\big)^{-1/2}S_A^{1/2}. \tag{2}
$$

To check it, call the bracket with its power $N$, which is Hermitian. Then $R_A^\dagger\tilde S_AR_A=S_A^{1/2}N\,(S_A^{-1/2}\tilde S_AS_A^{-1/2})\,N S_A^{1/2}=S_A$, because the middle matrix is $N^{-2}$. The condition alone would also allow $R_AQ$ with $Q^\dagger S_AQ=S_A$. Choice (2) fixes this freedom by making $S_AR_A=S_A^{1/2}NS_A^{1/2}$ Hermitian and positive. This singles it out, because a positive Hermitian $N$ with $N^{-2}=S_A^{-1/2}\tilde S_AS_A^{-1/2}$ is unique. It also gives $R_A\to1$ when $\tilde S_A\to S_A$. The choice matters in a molecule, because such a $Q$ on one atom changes $h_{AB}$ while DLU leaves $S_{AB}$ as it is.

Equation (1) also gives the spectrum of the block. Multiply its first part by $1$ and its second by $X_A^\dagger$ from the left and add: the right side is $\tilde S_A\varepsilon_A$. Using $R_A^\dagger\tilde S_A=S_AR_A^{-1}$, the transformed block is

$$
h_{AA}=R_A^\dagger\tilde S_A\varepsilon_AR_A=S_AR_A^{-1}\varepsilon_AR_A .
$$

Thus $S_A^{-1}h_{AA}$ is similar to $\varepsilon_A$ and has the electronic eigenvalues of the atomic Dirac block.

For the molecule, DLU assembles $X=\bigoplus_AX_A$ and $R=\bigoplus_AR_A$. In effect each basis function $\mu$ on atom $A$ is replaced by a four-component function

$$
\Psi_\mu^A=\begin{pmatrix}\sum_{\kappa\in A}\chi_\kappa(R_A)_{\kappa\mu}\\[2pt]
\frac{\boldsymbol\sigma\cdot\mathbf p}{2c}\sum_{\kappa\in A}\chi_\kappa(X_AR_A)_{\kappa\mu}\end{pmatrix}.
$$

The element of the Dirac operator between $\Psi^A_\mu$ and $\Psi^B_\nu$ has four parts. Large with large gives $V_{AB}$. Large with small gives $T_{AB}X_B$, and small with large gives $X_A^\dagger T_{AB}$. Small with small gives $X_A^\dagger(W_{AB}/4c^2-T_{AB})X_B$. All are enclosed by the normalization matrices:

$$
\boxed{h_{AB}=R_A^\dagger\Big[V_{AB}+T_{AB}X_B+X_A^\dagger T_{AB}+X_A^\dagger\Big(\frac{W_{AB}}{4c^2}-T_{AB}\Big)X_B\Big]R_B} \tag{3}
$$

For $A=B$ this is the atomic result. The potential in $V_{AB}$ and $W_{AB}$ is that of all nuclei, so three-centre attraction is included. Since $V$, $T$ and $W$ are Hermitian, $h_{BA}=h_{AB}^\dagger$. The integrals are those of the full molecular transformation. What is saved is the large diagonalization: if its cost grows as the cube of the dimension, $N$ atoms with equal bases cost $N\cdot N^{-3}=N^{-2}$ of the full problem.

The word "unitary" needs a qualification. The transformation preserves the metric within each atomic block, but the overlap of dressed functions on different atoms is in general not $S_{AB}$. DLU nevertheless keeps $S_{AB}$ as the metric for $h$. It also drops the coupling of negative-energy functions on $A$ to electronic functions on $B$, which has the form of $K_{AA}$ with $V_{AB},T_{AB},W_{AB}$ and $X_B$ in place of the atomic quantities, and which equation (1) does not cancel.

The size of these approximations follows from an expansion in $1/c^2$ at fixed finite basis. The kinetic terms in (3) can first be rearranged. Expanding the product $(1-X_A)^\dagger T_{AB}(1-X_B)$ shows that

$$
T_{AB}X_B+X_A^\dagger T_{AB}-X_A^\dagger T_{AB}X_B
=T_{AB}-(1-X_A)^\dagger T_{AB}(1-X_B). \tag{4}
$$

The second part of equation (1) gives $T_A(1-X_A)=T_AX_A\varepsilon_A/2c^2-W_AX_A/4c^2$. As $c$ grows, $\varepsilon_A$ tends to its finite nonrelativistic limit, so $X_A=1+O(c^{-2})$. The correction in (4) is then of order $c^{-4}$, and the bracket of (3) is $T_{AB}+V_{AB}+W_{AB}/4c^2+O(c^{-4})$.

For the normalization, $\tilde S_A=S_A+T_A/2c^2+O(c^{-4})$. Using $(1+x)^{-1/2}=1-x/2+\dots$ in (2),

$$
R_A=S_A^{-1/2}\Big(1-\frac{S_A^{-1/2}T_AS_A^{-1/2}}{4c^2}\Big)S_A^{1/2}+\dots
=1-\frac{S_A^{-1}T_A}{4c^2}+O(c^{-4}).
$$

The adjoint is $1-T_AS_A^{-1}/4c^2$. Multiplying out and keeping first order,

$$
h_{AB}=(T+V)_{AB}+\frac{1}{4c^2}\Big[W_{AB}-T_AS_A^{-1}(T+V)_{AB}-(T+V)_{AB}S_B^{-1}T_B\Big]+O(c^{-4}). \tag{5}
$$

At $c\to\infty$ the nonrelativistic block is recovered. To read the correction, note that $P_A=\sum_{\kappa\lambda}|\chi_\kappa\rangle(S_A^{-1})_{\kappa\lambda}\langle\chi_\lambda|$ projects on the functions of atom $A$, so that $T_AS_A^{-1}(T+V)_{AB}$ is the matrix of $TP_A(T+V)$. If each atomic basis were complete, the projectors would be unity and the correction would be the matrix of

$$
\frac{W-T(T+V)-(T+V)T}{4c^2}=-\frac{T^2}{2c^2}+\frac{W-TV-VT}{4c^2}.
$$

The first term is $-p^4/8c^2$, the mass–velocity operator. For the spin-free $W$, the double commutator $p^2V-2\,\mathbf p\cdot V\mathbf p+Vp^2=-\nabla^2V$ gives $\mathbf p\cdot V\mathbf p-\tfrac12(p^2V+Vp^2)=\tfrac12\nabla^2V$. The second term is therefore $\nabla^2V/8c^2$, the Darwin operator. With spin kept, $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)/4c^2$ is added.

The same expansion gives the error of the metric between two atoms:

$$
\delta_{AB}=R_A^\dagger\Big(S_{AB}+\frac{X_A^\dagger T_{AB}X_B}{2c^2}\Big)R_B-S_{AB}
=\frac{2T_{AB}-T_AS_A^{-1}S_{AB}-S_{AB}S_B^{-1}T_B}{4c^2}+O(c^{-4}). \tag{6}
$$

With the projectors, the leading term is the matrix of $[T(1-P_A)+(1-P_B)T]/4c^2$. It measures how far the functions of each atom fail to represent those of the other, weighted by kinetic energy. It vanishes for complete atomic bases and for atoms so far apart that $S_{AB}$ and $T_{AB}$ both vanish; an overlap integral that is zero only through a node does not remove it. Between these limits it is of the same formal order, $c^{-2}$, as the relativistic correction itself, so its smallness depends on the basis and has to be examined.

Replacing the exact $X$ by a local one does less harm. Suppose one keeps the consistent metric $S+X^\dagger TX/2c^2$ for the columns $(1,X)$. Let $v$ be the large-component vector of an exact solution of energy $E$, and change $X$ by $\eta$. To first order the energy change is proportional to

$$
2\,\mathrm{Re}\begin{pmatrix}0\\ \eta v\end{pmatrix}^{\!\dagger}(D-EM)\begin{pmatrix}v\\Xv\end{pmatrix}=0,
$$

because the last product is the Dirac equation. The energy error is therefore quadratic in the error of $X$. The matrix $R$ plays no part here, since it transforms Hamiltonian and metric together. This is stationarity and does not imply an upper bound.

Replacing the consistent metric by $S$ acts in first order. If $hu=E(S+\delta)u$ with $u^\dagger Su=1$, the energy in the metric $S$ is, to first order in $\delta$,

$$
u^\dagger hu=E\,(1+u^\dagger\delta u). \tag{7}
$$

Two further properties support the use of atomic blocks. First, add a constant $v_0$ to the potential. Then $V_A\to V_A+v_0S_A$, and since $(\boldsymbol\sigma\cdot\mathbf p)v_0(\boldsymbol\sigma\cdot\mathbf p)=2v_0T$, also $W_A\to W_A+2v_0T_A$. Together these change $D$ by $v_0M$. All energies of the Dirac matrix move by $v_0$, the eigenvectors stay, and $X_A$ is unchanged. The DLU levels do not share this invariance exactly: $h$ changes by $v_0(S+\delta)$, with $\delta$ the metric defect (6), so by (7) their error in the metric $S$ depends on the zero of the potential. The part of a neighbour's potential that is constant over atom $A$ thus has no effect on $X_A$; its variation does. This suggests a cheaper variant in which $X_A$ and $R_A$ come from nucleus $A$ alone and can be reused at every geometry, while (3) still contains the full potential. The atomic spectrum derived above then holds for the isolated atom and only approximately for the molecular diagonal block. Second, when the atoms are so far apart that their functions no longer overlap, all interatomic blocks vanish, and DLU with the molecular $V_A$ becomes the full transformation.

A simpler scheme, the diagonal local approximation to the Hamiltonian, DLH, transforms the diagonal blocks and leaves $h_{AB}=(T+V)_{AB}$ between atoms. It omits the whole $c^{-2}$ term of (5).

For a numerical case take linear CO$_2$ with a chosen C–O distance of 2.2 bohr, point nuclei, the spin-free $W$ and the uncontracted cc-pVDZ basis, which has 26 functions on each atom and 78 in all. The functions are real, so adjoints are transposes. Consider the element of $h_{\mathrm{OC}}$ between an s function on oxygen with exponent 13.27 bohr$^{-2}$ and one on carbon with exponent 0.5215 bohr$^{-2}$. With each term enclosed by $R_{\mathrm O}^T$ and $R_{\mathrm C}$, the contributions in hartree are

$$
\begin{aligned}
V&:\ -0.772114, & TX_{\mathrm C}&:\ -0.019354,\\
X_{\mathrm O}^TT&:\ -0.019357, & -X_{\mathrm O}^TTX_{\mathrm C}&:\ +0.019355,\\
X_{\mathrm O}^TWX_{\mathrm C}/4c^2&:\ +0.000015.
\end{aligned}
$$

Their sum is $-0.791455$, or $-0.791456$ when formed before rounding. The three kinetic terms nearly equal each other in size and leave one kinetic energy, as (4) requires. The nonrelativistic element is $-0.791564$, so DLU raises it by $1.08\times10^{-4}$ hartree. Full molecular decoupling, X2C, gives $-0.791446$, a rise of $1.18\times10^{-4}$. For this element DLU thus recovers about 92 per cent of the change. The fraction belongs to this element alone and varies widely, even in sign, across the block, so single matrix elements are a poor measure of accuracy; the energies below are the better one. Direct spatial integration of the Dirac operator between the dressed functions reproduces the whole O–C block to $1.1\times10^{-6}$ hartree, while the largest change that DLU makes to that block, relative to $T+V$, is 0.042 hartree.

The largest metric defect in the O–C block is $7.6\times10^{-5}$. The interatomic coupling to negative-energy functions is also present: its largest element is 0.135 hartree, against a numerical zero within oxygen. This value depends on the normalization of the negative-energy functions and is not an energy error.

The one-electron levels show what the metric does. Over the lowest 11 levels of the bare nuclear problem, the largest DLU error relative to the full Dirac matrix is $8.4\times10^{-6}$ hartree with the metric $S$. With the same $X$ and the consistent metric it is $4.1\times10^{-8}$ hartree, about 200 times less. In this problem the largest error therefore comes mainly from keeping $S$, in line with the first-order effect (7) and the second-order effect of $X$. At a C–O distance of 24 bohr the error with $S$ falls to the level of rounding. A larger basis does not by itself reduce it: at 2.2 bohr in uncontracted cc-pVTZ the largest O–C metric defect is still $6.1\times10^{-5}$, and the largest level error is $2.4\times10^{-5}$ hartree with $S$ and $8\times10^{-8}$ with the consistent metric.

In a restricted Hartree–Fock calculation the transformed one-electron matrix is combined with the untransformed electron repulsion. The total energies in hartree are $-187.653075$ nonrelativistically, $-187.771159$ with full X2C, $-187.771076$ with DLU and $-187.770683$ with DLH. The relativistic shift is

$$
-187.771159+187.653075=-0.118084\ \text{hartree}=-3.213\ \text{eV}.
$$

Relative to full X2C, DLU is too high by $8.3\times10^{-5}$ hartree, or 2.3 meV, which is $8.3\times10^{-5}/0.118=0.07$ per cent of the shift. DLH is too high by $4.8\times10^{-4}$ hartree, or 13 meV, which is 0.4 per cent. For occupied orbital energies the largest errors are $2.6\times10^{-5}$ hartree with DLU and $2.9\times10^{-4}$ hartree with DLH. These values depend on the basis. In uncontracted cc-pVTZ the shift is $-0.11836$ hartree ($-3.221$ eV), a change of $2.7\times10^{-4}$ hartree, and the total-energy errors are $1.3\times10^{-5}$ hartree for DLU and $1.5\times10^{-4}$ for DLH. In aug-cc-pVDZ they are $4.5\times10^{-5}$ and $-1.2\times10^{-4}$, and in aug-cc-pVTZ about $-1\times10^{-6}$ and $-2.0\times10^{-3}$. Sizes and signs change, but DLU is the closer to full X2C in each of these bases, so the correction between atoms is worth keeping even in this light molecule.

Taking $X_A$ and $R_A$ from the atom's own nucleus alters the DLU total energy by only $3\times10^{-8}$ hartree. This agrees with the insensitivity of $X_A$ to a constant potential, although the neighbours' potential is not constant and the agreement does not prove that this is the whole reason.

These errors measure the local approximation within one model. Full X2C is the reference for that purpose alone: the calculation omits spin–orbit coupling, electron correlation and relativistic corrections to the electron repulsion, and its basis is incomplete. Nor do the figures carry over to other bases or systems. By (6), the defect grows where functions of high kinetic energy overlap with functions that the other atom's basis represents poorly, so short distances between heavy atoms call for a fresh comparison with the full transformation. The numerical check also confirms the orders in $1/c^2$ of the remainders in (5) and (6): raising $c$ from 10 to 20 times its physical value reduces them by factors of 15.776 and 15.765, close to the 16 expected of a $c^{-4}$ term. This tests the asymptotic order and not the accuracy of the leading terms at the physical $c$.

## Values computed for the example and the checks

```
speed of light: 137.035999 a.u.
C-O distance: 2.20 bohr
basis functions: total 78, per atom 26
chosen s exponents: O 13.2700, C 0.5215 bohr^-2
O-C element, each term between R_O^T and R_C:
  V: -0.77211402 hartree
  T X_C: -0.01935405 hartree
  X_O^T T: -0.01935730 hartree
  -X_O^T T X_C: 0.01935467 hartree
  X_O^T W X_C/4c^2: 0.00001494 hartree
  DLU sum: -0.79145575 hartree
  quadrature: -0.79145572 hartree
  nonrelativistic T+V: -0.79156399 hartree
  full X2C: -0.79144638 hartree
O-C block, largest quadrature difference: 1.14e-06 hartree
O-C block, largest change from T+V: 4.2309e-02 hartree
O-C largest metric defect: 7.625e-05 (dimensionless)
negative-positive coupling O-O: 2.55e-11 hartree
negative-positive coupling O-C: 1.35e-01 hartree
remainder ratio on doubling c, h_OC: 15.776
remainder ratio on doubling c, metric: 15.765
constant potential applied: -5.0 hartree
largest change of X_O under it: 1.8e-13
energy error ratio on doubling error of X: 3.992
lowest one-electron Dirac level: -36.573108 hartree
largest error, lowest 11 one-electron levels:
  DLU with metric S: 8.422e-06 hartree
  DLU with consistent metric: 4.086e-08 hartree
  DLU at 24 bohr, metric S: 4.4e-11 hartree
HF energy nonrelativistic: -187.65307503 hartree
HF energy full X2C: -187.77115878 hartree
HF energy DLU: -187.77107550 hartree
HF energy DLU, own nucleus in X: -187.77107547 hartree
HF energy DLH: -187.77068323 hartree
relativistic shift: -0.11808375 hartree = -3.21322 eV
DLU total error: 8.328e-05 hartree = 2.266e-03 eV
DLU largest occupied orbital error: 2.578e-05 hartree
DLU own nucleus total error: 8.330e-05 hartree = 2.267e-03 eV
DLU own nucleus largest occupied orbital error: 2.577e-05 hartree
DLH total error: 4.755e-04 hartree = 1.294e-02 eV
DLH largest occupied orbital error: 2.878e-04 hartree
```
